\section*{Core polarisation shift of high-l helium levels, derived in two ways, part 2}

We seek the energy shift of a helium level $1s\,nl$ with large $l$, measured from $-2-1/(2n^2)$, caused mainly by polarisation of the core. Hartree atomic units are used, with a fixed point nucleus, $Z=2$, and no relativistic effects. The core electron is at $\mathbf s$, the outer electron at $\mathbf r$, with angle $\gamma$ between them. The core Hamiltonian $h_c=-\frac12\nabla_s^2-Z/s$ has ground state $\psi_0$ and energy $\epsilon_0$; $h_o=-\frac12\nabla_r^2-1/r$ has orbital $\varphi$ and energy $\epsilon=-1/(2n^2)$. The coupling is $V=1/|\mathbf r-\mathbf s|-1/r$.

The first derivation held the outer electron fixed. Solving $(h_c-\epsilon_0)\psi_1=-s_z\psi_0$ gave $\psi_1=-s_zg\psi_0$, $g=1/Z^2+s/(2Z)$, and the core energy $-\alpha/(2r^4)$, with $\alpha=9/32$. The $1s$ averages are $\langle s^k\rangle=(k+2)!/(2^{k+1}Z^k)$.

The second derivation treats $V$ to second order with both electrons moving. Its dipole part is $\sum_is_iF_i$, $F_i=r_i/r^3$. With $A=h_o-\epsilon$ and excited core states $|km\rangle$ at gaps $\Delta_k$ above $\epsilon_0$,
\begin{align}
E_2&=-\sum_{k,m}\sum_{ij}
\langle\psi_0|s_i|km\rangle\langle km|s_j|\psi_0\rangle\nonumber\\
&\qquad\times
\left\langle\varphi\left|F_i\frac{1}{\Delta_k+A}F_j
\right|\varphi\right\rangle,
\label{eq:E2}
\end{align}
\begin{equation}
\frac1{\Delta_k+A}=\frac1{\Delta_k}-\frac{A}{\Delta_k^2}
+\frac{A^2}{\Delta_k^2(\Delta_k+A)} ,
\label{eq:denominator}
\end{equation}
\begin{equation}
\psi_1=-\sum_{k,m}\frac{|km\rangle\langle km|s_z|\psi_0\rangle}{\Delta_k},
\label{eq:expansion}
\end{equation}
The core sum over $m$ is $\delta_{ij}S_k$, with $S_k=\sum_m|\langle km|s_z|\psi_0\rangle|^2$. The first term of Eq.~(\ref{eq:denominator}) gives the leading formula of both derivations, $-(\alpha/2)\langle r^{-4}\rangle=-(9/64)\langle r^{-4}\rangle$.

Hydrogenic averages in $\varphi$ obey, for $2l+1+p>0$,
\begin{align}
&\frac{p+1}{n^2}\langle r^p\rangle-(2p+1)\langle r^{p-1}\rangle\nonumber\\
&\qquad+\frac p4\left[(2l+1)^2-p^2\right]\langle r^{p-2}\rangle=0 .
\label{eq:kramers}
\end{align}
For $5g$, $\langle r^{-3}\rangle=8.888889\times10^{-5}$ and $\langle r^{-4}\rangle=5.079365\times10^{-6}$, so the leading shift is $-7.1429\times10^{-7}$ hartree.

Two short-range effects lie outside the formula. Penetration is the average of $-(1/r+Z)e^{-2Zr}$, the potential of the undistorted core. Exchange adds $+K$ for the singlet and $-K$ for the triplet, where $K$ is the repulsion integral between $\psi_0\varphi$ and its exchanged partner.

\subsection{The delayed response}

The second term of Eq.~(\ref{eq:denominator}) measures what the fixed-electron picture leaves out. Its contribution is
\begin{equation}
E_2^{(1)}=\beta\sum_i\langle\varphi|F_iAF_i|\varphi\rangle,
\qquad \beta=\sum_k\frac{S_k}{\Delta_k^2} .
\end{equation}
By Eq.~(\ref{eq:expansion}), $\beta=\langle\psi_1|\psi_1\rangle$. With $\langle s^4\rangle=45/(2Z^4)$,
\begin{align}
\beta&=\frac13\left[\frac{\langle s^2\rangle}{Z^4}
+\frac{\langle s^3\rangle}{Z^3}
+\frac{\langle s^4\rangle}{4Z^2}\right]\nonumber\\
&=\frac1{3Z^6}\left(3+\frac{15}2+\frac{45}8\right)
=\frac{43}{8Z^6}=\frac{43}{512}.
\end{align}

For the outer factor take $\varphi$ real, which is allowed because the energy does not depend on the orientation of the orbital. Since $A\varphi=0$,
\begin{equation}
A(F_i\varphi)=-\tfrac12(\nabla^2F_i)\varphi-\nabla F_i\cdot\nabla\varphi .
\end{equation}
Multiply by $F_i\varphi$, integrate, and write $\varphi\nabla\varphi=\frac12\nabla(\varphi^2)$. Integrating the gradient term by parts gives
\begin{align}
\langle F_iAF_i\rangle
&=-\frac12\int F_i(\nabla^2F_i)\varphi^2d^3r\nonumber\\
&\quad+\frac12\int\left[|\nabla F_i|^2+F_i\nabla^2F_i\right]\varphi^2d^3r\nonumber\\
&=\frac12\int|\nabla F_i|^2\varphi^2d^3r .
\end{align}
The surface term at the origin scales as $r^{2l-3}$ and vanishes for $l\ge2$. With $\hat r_i=r_i/r$, the gradient is $\partial_jF_i=(\delta_{ij}-3\hat r_i\hat r_j)/r^3$. The sum of its squares over $i$ and $j$ is $(3-6+9)/r^6=6/r^6$. Hence
\begin{equation}
E_2^{(1)}=3\beta\langle r^{-6}\rangle .
\label{eq:delay}
\end{equation}
The sign is positive. The core cannot follow the outer electron perfectly, and the binding gained by polarisation is reduced.

\subsection{The quadrupole term and the complete $r^{-6}$ correction}

The quadrupole part of $V$, $s^2P_2(\cos\gamma)/r^3$, also enters at order $r^{-6}$. Its cross terms with the dipole part vanish, because the two excite core states of different angular momentum. Neglecting outer excitation energies, its second-order energy is $-(\alpha_2/2)\langle r^{-6}\rangle$, with $\alpha_2$ the quadrupole polarisability. The core function is found as for the dipole. Writing it as $-s^2P_2g_2\psi_0$ gives
\begin{equation}
-\frac12\left(g_2''+\frac{6g_2'}s\right)
+Z\left(\frac{2g_2}s+g_2'\right)=1 .
\end{equation}
For $g_2=a+bs$ the constant terms require $3Zb=1$, and the $1/s$ terms require $2Za=3b$. Thus $b=1/(3Z)$ and $a=1/(2Z^2)$. The directional average of $P_2^2$ is $1/5$, and $\langle s^5\rangle=315/(4Z^5)$, so
\begin{align}
\alpha_2&=\frac25\left[\frac{\langle s^4\rangle}{2Z^2}
+\frac{\langle s^5\rangle}{3Z}\right]\nonumber\\
&=\frac{2}{5Z^6}\left(\frac{45}4+\frac{105}4\right)
=\frac{15}{Z^6}=\frac{15}{64}.
\end{align}
Adding the two contributions gives
\begin{equation}
3\beta-\frac{\alpha_2}{2}=\frac{129}{512}-\frac{60}{512}=\frac{69}{512},
\end{equation}
and the shift through this order is
\begin{equation}
\Delta E\simeq-\frac9{64}\langle r^{-4}\rangle
+\frac{69}{512}\langle r^{-6}\rangle ,\qquad l\ge2 .
\label{eq:corrected}
\end{equation}
The condition $l\ge2$ ensures only that the averages exist. It does not ensure that the correction is an improvement, and for $3d$ it is not, as shown at the end. In third order the first long-range term combines two dipole couplings and one quadrupole coupling. It scales as $r^{-2-2-3}=r^{-7}$ and is not included.

The average $\langle r^{-6}\rangle$ follows from the recurrence of the first half, Eq.~(\ref{eq:kramers}), at $p=-3$ and $p=-4$:
\begin{align}
\tfrac34[(2l+1)^2-9]\langle r^{-5}\rangle
&=5\langle r^{-4}\rangle-\frac{2}{n^2}\langle r^{-3}\rangle,\\
[(2l+1)^2-16]\langle r^{-6}\rangle
&=7\langle r^{-5}\rangle-\frac{3}{n^2}\langle r^{-4}\rangle .
\end{align}
For $5g$ the two brackets give the factors $54$ and $65$, so that
\begin{align}
\langle r^{-5}\rangle
&=\frac{2.539683\times10^{-5}-7.11111\times10^{-6}}{54}\nonumber\\
&=3.38624\times10^{-7},\\
\langle r^{-6}\rangle
&=\frac{2.370370\times10^{-6}-6.09524\times10^{-7}}{65}\nonumber\\
&=2.7090\times10^{-8}.
\end{align}
The correction is $0.134766\times2.7090\times10^{-8}=3.651\times10^{-9}$ hartree. It changes the shift from $-7.1429\times10^{-7}$ to $-7.1063\times10^{-7}$ hartree.

\subsection{What each derivation assumes}

Both derivations use the multipole form of the repulsion inside the core as well as outside, and both leave out exchange. They differ in how they treat the motion of the outer electron.

The first derivation assumes that the core responds as if the outer electron stood still. It needs one differential equation and no list of excited states, and it yields a potential that could also be used in a one-electron equation once it is cut off inside the core, where $-\alpha/(2r^4)$ would overwhelm the centrifugal term. It gives no measure of the error caused by the motion.

The second derivation assumes that $V$ is weak and that the outer excitation energy is small compared with the core gaps. The second condition can be given a number. The state $F_i\varphi$ produced by the coupling has, summed over $i$, the mean excitation energy
\begin{equation}
\frac{\sum_i\langle F_iAF_i\rangle}{\sum_i\langle F_i^2\rangle}
=\frac{3\langle r^{-6}\rangle}{\langle r^{-4}\rangle},
\end{equation}
which is $0.016$ hartree for $5g$. The smallest core gap is $1.5$ hartree, about a hundred times larger. The excitation energies are widely spread about this mean: their root-mean-square value, whose square controls the next term of Eq.~(\ref{eq:denominator}), is $0.058$ hartree, about $26$ times smaller than the gap.

The first derivation can be repaired, and it then gives the same correction. Let the outer electron move, and use the product $\varphi(\mathbf r)\Phi(\mathbf s;\mathbf r)$, where $\Phi$ is the real, normalised core function for the outer position $\mathbf r$. The kinetic energy of the outer electron is
\begin{align}
&\frac12\int\!\!\int|\nabla_r(\varphi\Phi)|^2d^3s\,d^3r
=\frac12\int|\nabla\varphi|^2d^3r\nonumber\\
&\qquad+\frac12\int\varphi^2
\left[\int|\nabla_r\Phi|^2d^3s\right]d^3r .
\end{align}
The cross term is absent because $\int\Phi\nabla_r\Phi\,d^3s$ is half the gradient of the constant norm. To first order in the field, $\Phi$ is $\psi_0$ plus $F_i$ times the response to a unit field along $i$, summed over $i$. The three responses are mutually orthogonal and each has squared norm $\beta$. The inner integral is therefore $\beta\sum_{ij}(\partial_jF_i)^2=6\beta/r^6$, and the additional energy is $3\beta\langle r^{-6}\rangle$, in agreement with Eq.~(\ref{eq:delay}). What appears in the second derivation as an energy denominator appears here as kinetic energy: the core function must turn and stretch as the outer electron moves.

This has a practical consequence. Adding the quadrupole polarisability while leaving out the delayed response makes the $5g$ result worse. The shift becomes $-7.1746\times10^{-7}$ hartree, because the quadrupole term alone has the wrong sign for the total correction. The two $r^{-6}$ terms belong together.

\subsection{Comparison with a two-electron calculation}

The reference is a configuration-interaction (CI) calculation with the full repulsion $1/|\mathbf r-\mathbf s|$ and core angular momenta from 0 to 3. It uses no polarisability, and it omits antisymmetrization, as the formula does. The errors below are relative to the CI shifts, first for the leading formula and then for Eq.~(\ref{eq:corrected}).

\begin{center}
\begin{tabular}{lccc}
\hline
State & CI shift (hartree) & Leading & With $r^{-6}$\\
\hline
$5g$ & $-7.1090\times10^{-7}$ & $0.48\%$ & $-0.038\%$\\
$6g$ & $-4.5650\times10^{-7}$ & $0.61\%$ & $-0.060\%$\\
$6h$ & $-1.4587\times10^{-7}$ & $0.19\%$ & $-0.004\%$\\
$7i$ & $-3.8974\times10^{-8}$ & $0.09\%$ & $-0.001\%$\\
\hline
\end{tabular}
\end{center}

A positive error means that the formula gives too large a downward shift. Enlarging the outer basis from 14 to 20 functions per channel changed the $5g$ shift by $4.7\times10^{-12}$ hartree, far less than the difference of $2.7\times10^{-10}$ hartree that remains after the correction. The core basis was held fixed in this test, and the cutoff at core angular momentum 3 was not varied. The first omitted multipole, with polarisability $\alpha_4=8505/(4Z^{10})$, gives $-(\alpha_4/2)\langle r^{-10}\rangle\approx-3\times10^{-11}$ hartree for $5g$ in its long-range adiabatic form. The CI shifts of the $g$ states are therefore uncertain at the level of $10^{-11}$ hartree, which affects the last digit shown for the shift and for the error with the $r^{-6}$ term.

The error of the leading formula decreases from $5g$ to $6h$ to $7i$, but it grows from $5g$ to $6g$. Larger $n$ at the same $l$ does not make the formula better. The size of the correction relative to the leading term explains this:
\begin{equation}
\frac{(69/512)\langle r^{-6}\rangle}{(9/64)\langle r^{-4}\rangle}
=\frac{23}{24}\,\frac{\langle r^{-6}\rangle}{\langle r^{-4}\rangle} .
\end{equation}
It is $0.51\%$ for $5g$ and $0.67\%$ for $6g$. Although the $6g$ electron is farther out on average, the part of its orbital that produces the shift is weighted more towards small $r$.

After the correction the formula gives slightly too small a downward shift in all four states. The last term of Eq.~(\ref{eq:denominator}) lowers the energy, since $A^2$ and $\Delta_k+A$ are positive and Eq.~(\ref{eq:E2}) carries a minus sign. It is larger than the difference, however. For $5g$ it amounts to $-6.7\times10^{-10}$ hartree against a difference of $-2.7\times10^{-10}$ hartree, so added alone it overshoots and leaves a larger error of the opposite sign. Like the $r^{-6}$ terms, the higher terms partly cancel and belong together. Other omitted terms also contribute: the third- and fourth-order terms, the octupole term and the delayed quadrupole response, the last two of order $r^{-8}$. How the difference divides among them was not calculated.

\subsection{Where high $l$ begins}

At small $l$ the formula is limited both by the short-range terms and by the multipole series itself. The first-order exchange energy $K$, computed with the unpolarised core and taken relative to the magnitude of the leading polarisation shift, is $17\%$ for $3d$, $0.49\%$ for $4f$, $0.005\%$ for $5g$ and about $2\times10^{-5}\%$ for $6h$. Penetration amounts to $4.4\%$ for $3d$ and $0.13\%$ for $4f$, and it is smaller still for the other two. The $r^{-6}$ term is larger than either: $21\%$ of the leading shift for $3d$ and $2.0\%$ for $4f$. Compared with the mean of singlet and triplet from an antisymmetrized two-electron calculation, the leading formula gives a $3d$ shift that is $6\%$ too large, and with the $r^{-6}$ term the shift is $17\%$ too small. For $4f$ the same term still helps, changing the error from $1.5\%$ to $-0.6\%$. For $3d$ the polarisation formula is therefore no more than a rough estimate, and the $r^{-6}$ term should not be added. The unpolarised $K$ gives only the order of magnitude of the exchange: in an antisymmetrized two-electron calculation, half the singlet--triplet splitting is smaller than $K$ by a factor of about $1.6$ for $3d$, $2$ for $4f$ and $2.5$ for $5g$. For $4f$ the whole splitting is about half a per cent of the shift, so singlet and triplet must be distinguished at that level. For $5g$ and $6h$, exchange and penetration are smaller than the error left by the $r^{-6}$ formula.

The expansion in inverse powers of $r$ cannot be continued indefinitely at a given $l$. Near the origin the integrand of $\langle r^{-k}\rangle$ scales as $r^{2l+2-k}$, so the average exists for $k<2l+3$ and diverges beyond. The divergence comes from using the outer multipole form inside the core, where it does not hold.

These numbers settle the choice for $5g$. If an error of half a per cent of the shift, about $3.6\times10^{-9}$ hartree, is acceptable, the leading formula is enough. The $r^{-6}$ correction brings the error to about $3\times10^{-10}$ hartree. Below that one needs either the higher terms of the expansion, which are not derived here, or a two-electron calculation, whose basis must contain $p$ functions for the core, since the dipole coupling leads from the $1s$ core to $p$ states. At this accuracy $p$ functions are not enough: the quadrupole term, $3.2\times10^{-9}$ hartree for $5g$, needs $d$ functions, and the octupole term, of order $10^{-10}$ hartree, needs $f$ functions. A comparison with a measured level also requires the motion of the nucleus and the relativistic terms, which are absent from all the energies given here.

\section*{Computed values}
\begin{verbatim}
He+ core, from diagonalization (atomic units)
  dipole polarisability alpha      = 0.28125000
  squared-gap sum beta             = 0.08398438
  quadrupole polarisability alpha2 = 0.23437500
  coefficient of <r^-6>            = 0.13476563
  <F.(h-eps)F>/<r^-6> for 5g       = 3.000000
Moments of 5g (atomic units)
  <r^-2> = 1.777778e-03 = 2/1125
  <r^-3> = 8.888889e-05 = 1/11250
  <r^-4> = 5.079365e-06 = 1/196875
  <r^-5> = 3.386243e-07 = 1/2953125
  <r^-6> = 2.708995e-08 = 2/73828125
Shifts from -2 - 1/(2n^2), in hartree
  5g: <r^-4> = 5.079365e-06, <r^-6> = 2.708995e-08 (atomic units)
      -(9/64)<r^-4> = -7.142857e-07, with <r^-6> term = -7.106349e-07
      CI = -7.109034e-07; errors 0.476 % and -0.0378 %
  6g: <r^-4> = 3.266053e-06, <r^-6> = 2.268092e-08 (atomic units)
      -(9/64)<r^-4> = -4.592887e-07, with <r^-6> term = -4.562320e-07
      CI = -4.565041e-07; errors 0.610 % and -0.0596 %
  6h: <r^-4> = 1.039199e-06, <r^-6> = 2.061902e-09 (atomic units)
      -(9/64)<r^-4> = -1.461373e-07, with <r^-6> term = -1.458594e-07
      CI = -1.458653e-07; errors 0.186 % and -0.0040 %
  7i: <r^-4> = 2.773847e-07, <r^-6> = 2.515961e-10 (atomic units)
      -(9/64)<r^-4> = -3.900722e-08, with <r^-6> term = -3.897332e-08
      CI = -3.897353e-08; errors 0.086 % and -0.0006 %
CI change from 14 to 20 outer functions per channel, in hartree
  5g: 4.7e-12
  6h: 7.6e-14
  7i: 5.2e-16
5g in GHz: leading -4.6998, with <r^-6> -4.6758, CI -4.6775
Short-range terms (hartree) and their size relative to the leading shift
  3d: shift -7.7160e-05, penetration -3.373e-06 (4.4 %), K 1.285e-05 (17 %)
  4f: shift -5.2316e-06, penetration -6.614e-09 (0.13 %), K 2.564e-08 (0.49 %)
  5g: shift -7.1429e-07, penetration -8.552e-12 (0.0012 %), K 3.347e-11 (0.0047 %)
  6h: shift -1.4614e-07, penetration -7.796e-15 (5.3e-06 %), K 3.069e-14 (2.1e-05 %)
\end{verbatim}
